# Cis stretch–stretch constant of WF₆ from its A1g and Eg wavenumbers

## Question

I have an exercise on tungsten hexafluoride, an octahedral molecule. The totally symmetric stretch (A1g) is given at 771 cm⁻¹ and the doubly degenerate stretch (Eg) at 677 cm⁻¹. I am asked for the interaction constant between the stretches of two W–F bonds at 90° to each other, in N/m.

I started from $k=\mu(2\pi c\nu)^2$ with the reduced mass of a W–F pair. That gives two different constants for the same bond, so I suppose the difference measures the coupling. Someone told me to divide the difference by six, which gives me 23.0 N/m, but I can't justify any part of this.

Is the diatomic reduced mass right here? Where does the six come from? There must also be a coupling between opposite bonds, and there are bending motions too. How can two wavenumbers be enough with so many unknowns?

## Answer

Two wavenumbers are enough for the constant you want, because the other unknowns either cancel or never enter. The reduced mass, however, is wrong for these two modes. It is easiest to see all this by working out which atoms move.

### The force field and its conventions

Put tungsten at the origin and the fluorines on the axes. Bonds 1 and 2 point along $+x$ and $-x$, bonds 3 and 4 along $+y$ and $-y$, bonds 5 and 6 along $+z$ and $-z$. Let $r_i$ be the increase in length of bond $i$ from equilibrium. For small displacements the potential energy is

$$V=\tfrac12 f_r\sum_{i=1}^{6} r_i^2+f_c\sum_{\rm cis}r_ir_j+f_t\,(r_1r_2+r_3r_4+r_5r_6)+V_{\rm bend}.$$

Here $f_r$ is the stretch constant of one bond, $f_c$ the constant for two bonds at 90° (cis), and $f_t$ that for two opposite bonds (trans). The cis sum runs over 12 pairs, each counted once. The term $V_{\rm bend}$ holds everything that contains a change of bond angle, including products of a stretch and a bend.

The counting matters. If you wrote $\tfrac12 f_c' r_ir_j$ for each pair, still counted once, then $f_c'=2f_c$ and your number would be twice mine. The convention above is the one in which $f_c=\partial^2V/\partial r_i\partial r_j$ for a cis pair.

I assume harmonic motion and treat the two given wavenumbers as harmonic ones. The size of that approximation is estimated further down.

### Why bends and tungsten drop out

Consider the three mirror planes $x=0$, $y=0$ and $z=0$. An A1g displacement is unchanged by every symmetry operation, so it is unchanged by these mirrors. For Eg, the character of each of these reflections is 2. A reflection has eigenvalues $+1$ and $-1$, and two of them can add up to 2 only if both are $+1$. Every Eg displacement is therefore unchanged by the three mirrors as well.

Now ask which displacements of the seven atoms have this property.

- Tungsten lies on all three planes. The mirror $x=0$ reverses its $x$ displacement, so that component must vanish. The same holds for $y$ and $z$, and tungsten stays at rest.
- The fluorine of bond 1 lies on the planes $y=0$ and $z=0$. Its $y$ and $z$ displacements must vanish, and it can move only along its bond. The same holds for the other fluorines.
- The mirror $x=0$ exchanges fluorines 1 and 2, so $r_1=r_2$. Likewise $r_3=r_4$ and $r_5=r_6$.

Three free amplitudes remain:

$$r_1=r_2=a,\qquad r_3=r_4=b,\qquad r_5=r_6=d.$$

All atoms stay on their axes, so every bond angle keeps its value and $V_{\rm bend}$ contributes nothing.

These motions also cannot mix with the rest. Let $s$ be a displacement that is even under a mirror and $u$ one that is odd. The mirror turns $s+u$ into $s-u$ without changing the energy, so $V(s+u)=V(s-u)$. A cross term between $s$ and $u$ would change sign, and must therefore be zero. The same argument applies to the kinetic energy. Because the three mirrors commute, any displacement can be split into a part that is even under all three, which belongs to our three-dimensional set, and parts that are odd under at least one of them. The odd parts have no cross terms with the set, so its motions separate from all others.

### Equations of motion

Insert the three amplitudes into the potential. The diagonal part is

$$\tfrac12 f_r(2a^2+2b^2+2d^2)=f_r(a^2+b^2+d^2).$$

The trans part is $f_t(a^2+b^2+d^2)$. For the cis part, each of the two bonds on the $x$ axis pairs with each of the two on the $y$ axis, which gives $4ab$, and similarly for the other axes. Altogether

$$V=(f_r+f_t)(a^2+b^2+d^2)+4f_c(ab+bd+da).$$

Two fluorines move with each amplitude and tungsten is at rest, so

$$T=\tfrac12 m_F(2\dot a^2+2\dot b^2+2\dot d^2)=m_F(\dot a^2+\dot b^2+\dot d^2).$$

Lagrange's equation for $a$ reads

$$2m_F\ddot a=-2(f_r+f_t)a-4f_c(b+d),$$

and after division by two

$$m_F\ddot a=-(f_r+f_t)a-2f_c(b+d).$$

The equations for $b$ and $d$ follow by exchanging letters.

**A1g.** All bonds stretch together, $a=b=d$, so $b+d=2a$. With $\ddot a=-\omega^2a$,

$$F_A\equiv m_F\omega_A^2=f_r+f_t+4f_c.$$

**Eg.** The remaining motions are those with $a+b+d=0$. This is one condition on three amplitudes, so there are two independent motions, as a doubly degenerate mode requires. Now $b+d=-a$, and

$$F_E\equiv m_F\omega_E^2=f_r+f_t-2f_c.$$

You can confirm the coefficients by looking at single bonds. In the A1g mode, bond 1 has four cis neighbours, all stretched by the same amount as itself, hence $+4f_c$. In the Eg motion $(r_1,\dots,r_6)=(1,1,-1,-1,0,0)$, two of its cis neighbours are shortened and two are unchanged, hence $-2f_c$. The trans partner has the same displacement as bond 1 in both cases, hence $+f_t$ in both.

### Solving for the constants

Subtracting removes $f_r$ and $f_t$ together:

$$F_A-F_E=4f_c-(-2f_c)=6f_c.$$

That is your six. With $\omega=2\pi c\nu$,

$$\boxed{f_c=\frac{m_F(2\pi c)^2\left(\nu_A^2-\nu_E^2\right)}{6}}$$

To remove $f_c$ instead, give the Eg equation double weight:

$$F_A+2F_E=3(f_r+f_t)+4f_c-4f_c,\qquad f_r+f_t=\frac{F_A+2F_E}{3}.$$

### Numbers

The fluorine mass is 18.9984 u, or $3.15476\times10^{-26}$ kg. The angular frequencies are $\omega_A=1.45230\times10^{14}$ rad/s and $\omega_E=1.27523\times10^{14}$ rad/s. Then

$$F_A=3.15476\times10^{-26}\,(1.45230\times10^{14})^2=665.39\ \text{N/m},$$

$$F_E=3.15476\times10^{-26}\,(1.27523\times10^{14})^2=513.03\ \text{N/m}.$$

The difference is 152.36 N/m, and

$$f_c=\frac{152.36}{6}=25.4\ \text{N/m}.$$

Since 1 mdyn/Å is 100 N/m, this is 0.254 mdyn/Å. The other combination is

$$f_r+f_t=\frac{665.39+2(513.03)}{3}=563.8\ \text{N/m}.$$

### What went wrong with the reduced mass

The reduced mass $m_Fm_W/(m_F+m_W)=17.219$ u describes one fluorine moving against a recoiling tungsten atom. In A1g and Eg, opposite fluorines pull on tungsten equally and in opposite directions, so it does not recoil. Your value is too small by the factor $17.219/18.9984=0.906$, which turns 25.4 into 23.0 N/m.

As a test of the whole argument, I built the vibrational problem in all 21 Cartesian coordinates with an arbitrary force field: $f_r=600$, $f_c=-40$ and $f_t=15$ N/m. It also had a bend constant of 20 N/m and a stretch-bend constant of 5 N/m, with each bend measured as bond length times change of angle. The boxed formula, applied to the resulting A1g and Eg wavenumbers, returned $-40.000$ N/m. The bends and the tungsten mass were present in that calculation and did not disturb the answer.

### What the sign and size mean

A positive $f_c$ makes it costly to stretch two cis bonds together and favourable to shorten one while the other is stretched. This stiffens the in-phase A1g mode and softens Eg. Had the two wavenumbers been assigned the other way round, the result would have been $-25.4$ N/m.

For a concrete picture, stretch bond 1 by $\delta$, hold bond 2 at its equilibrium length, and hold all angles at 90°. By symmetry the four cis bonds change by a common amount $s$. These four bonds contain two trans pairs and four cis pairs, and each of the four bonds is also cis to bond 1. The energy is

$$V=\tfrac12f_r(\delta^2+4s^2)+2f_ts^2+f_c(4\delta s+4s^2).$$

Setting $\partial V/\partial s=0$ gives

$$4f_rs+4f_ts+4f_c\delta+8f_cs=0,\qquad s=-\frac{f_c}{f_r+f_t+2f_c}\,\delta.$$

This contains only the two combinations we know:

$$\frac{s}{\delta}=-\frac{25.39}{563.82+2(25.39)}=-0.041.$$

Under these constraints each cis bond shortens by about 4% of the stretch imposed on bond 1. The coupling is weak compared with the bond stiffness, yet it splits the two modes by 94 cm⁻¹.

### Limiting cases

If $f_c=0$, both modes have $m_F\omega^2=f_r+f_t$ and coincide, whatever the value of $f_t$. With the sum found above, they would lie at 709.7 cm⁻¹. Switching on $f_c$ at fixed $f_r+f_t$ moves $F_A$ up by $4f_c$ and each of the two Eg components down by $2f_c$. The sum over the three modes, $F_A+2F_E$, does not change.

The octahedron must also be stable, so both $F_A$ and $F_E$ must be positive. This requires

$$-\frac{f_r+f_t}{4}<f_c<\frac{f_r+f_t}{2}.$$

For the sum of 563.8 N/m the limits are about $-141$ and $+282$ N/m. At the upper limit the Eg wavenumber falls to zero, because the harmonic restoring force against lengthening some axes while shortening others vanishes. At the lower limit it is the breathing mode that loses its restoring force. These limits concern small displacements only. With anharmonic bonds, a strongly distorted shape can become lower in energy before the upper limit is reached. The WF₆ value is far from both.

### What the two wavenumbers cannot tell you

They do not separate $f_r$ from $f_t$. For that you need a motion in which opposite bonds change in opposite senses, such as the infrared-active T1u stretch. Take $r_5=q$ and $r_6=-q$. Both fluorines on the $z$ axis then move in the same direction relative to tungsten, which recoils.

If bending forces are neglected for the moment, the other four fluorines stay at rest. The potential energy is

$$V=\tfrac12f_r(q^2+q^2)-f_tq^2=(f_r-f_t)q^2.$$

The cis terms cancel because $r_5+r_6=0$. A mass $2m_F$ moves against a mass $m_W$, so the inverse reduced mass is $1/(2m_F)+1/m_W$. The force constant for $q$ is $2(f_r-f_t)$, and

$$\omega^2=2(f_r-f_t)\left(\frac{1}{2m_F}+\frac{1}{m_W}\right)=(f_r-f_t)\left(\frac1{m_F}+\frac2{m_W}\right).$$

The difference $f_r-f_t$ appears, as needed, but so does the tungsten mass. In the real molecule there is also a T1u bend, which mixes with this stretch.

The full Cartesian calculation shows how much $f_t$ matters. I kept $f_r+f_t$, $f_c$ and the tungsten mass fixed and used the same trial bend and stretch-bend constants, 20 and 5 N/m. With $f_t=0$ the upper T1u mode lies at 776.5 cm⁻¹. With $f_t=50$ N/m it lies at 703.7 cm⁻¹. The A1g and Eg wavenumbers are 771 and 677 cm⁻¹ in both cases.

### How far to trust the digits

To see how errors in the wavenumbers enter, differentiate the boxed formula:

$$df_c=\frac{m_F(2\pi c)^2}{3}\left(\nu_A\,d\nu_A-\nu_E\,d\nu_E\right)=\frac{F_A}{3\nu_A}d\nu_A-\frac{F_E}{3\nu_E}d\nu_E.$$

The two coefficients are $665.39/(3\times771)=0.288$ and $513.03/(3\times677)=0.253$ N/m per cm⁻¹. If each wavenumber is rounded to the nearest integer, the worst case has errors of half a unit in opposite directions, which gives 0.27 N/m.

The second source of error is anharmonicity. A measured fundamental is the spacing between the ground level and the first excited level of the mode in question, and it differs from the harmonic wavenumber that the formula assumes. I estimated the effect with a quantum model of six coupled bonds. Each bond has a Morse potential

$$D\left(1-e^{-\alpha r}\right)^2,\qquad \alpha=\sqrt{f_r/2D},$$

where the choice of $\alpha$ makes the curvature at the minimum, $2D\alpha^2$, equal to $f_r$. The depth is a rough $D=5$ eV. The cis and trans couplings are harmonic, and the recoil of tungsten is included. With such couplings the model energy falls without limit when one bond is pulled very far out and its cis neighbours shorten, so the model is meant only for small vibrations about the minimum.

With $f_c=25.39$ N/m and $f_t=0$ put in, the model's fundamentals are 765.8 and 671.6 cm⁻¹, compared with harmonic values of 771 and 677 cm⁻¹. Feeding these fundamentals into the boxed formula gives 25.27 N/m, which is 0.12 N/m below the value put in, or 0.5% of it. With $f_t=50$ N/m at the same $f_r+f_t$, the difference is again $-0.12$ N/m. Enlarging the basis from five to six total quanta changed the extracted constant by only $-0.007$ N/m in the case $f_t=0$.

The error is small because the two shifts nearly cancel in $df_c$. They are $-5.20$ and $-5.43$ cm⁻¹ for $f_t=0$ in the six-quanta basis. A converged basis lowers each by about a further 0.02 cm⁻¹, which does not change the result. Thus

$$df_c\approx0.288(-5.20)-0.253(-5.43)\approx-0.12\ \text{N/m}.$$

The sum $f_r+f_t$ has no such protection. Differentiating $(F_A+2F_E)/3$ in the same way gives

$$d(f_r+f_t)=\frac{2F_A}{3\nu_A}d\nu_A+\frac{4F_E}{3\nu_E}d\nu_E,$$

and the same two shifts now add up to about $-8.5$ N/m, or 1.5% of the sum.

The model leaves out anharmonic coupling between different bonds and between bonds and bends, so 0.12 N/m is not an upper bound on the anharmonic error. The near cancellation depends on the form chosen for the couplings. Suppose they are written in the Morse variable $(1-e^{-\alpha r})/\alpha$ in place of $r$, which leaves all harmonic constants unchanged. The shifts for $f_t=0$ then become about $-6.8$ and $-5.5$ cm⁻¹, and the error in $f_c$ grows to about $-0.5$ N/m. If such terms shifted one of the two modes by 5 cm⁻¹ and not the other, $f_c$ would change by 1.3 to 1.4 N/m. So "about 25 N/m" is a fair statement of the result, and the first decimal should not be taken as a property of the harmonic potential.

### The real molecule

WF₆ is a gas used as a precursor for depositing tungsten films, and the result applies to the free molecule. The assumed Morse depth is a rough typical W–F bond energy. The upper T1u stretch of the real molecule lies at roughly 710 cm⁻¹, closer to the trial case with $f_t=50$ N/m than to the one with $f_t=0$. This is not a determination of $f_t$, because the bend constants were trial values too.

Of the assumptions made, the free molecule breaks the harmonic one. This costs about 0.1 N/m in the Morse model with $D=5$ eV and couplings harmonic in $r$, about 0.5 N/m with the couplings written in the Morse variable, and would cost a little over 1 N/m if the omitted anharmonic terms shifted one mode by 5 cm⁻¹ and not the other. A molecule adsorbed on a growing film also loses its octahedral symmetry. Its six bonds are then no longer equivalent, stretches and bends can mix, and the boxed formula does not apply. I have not estimated the size of that change.

The numerical output below lists the main values used here.

## Numbers as computed

```
fluorine mass                      18.9984 u
fluorine mass                      3.15476e-26 kg
tungsten mass                      183.84 u
A1g wavenumber (input)             771 1/cm
Eg wavenumber (input)              677 1/cm
A1g angular frequency              1.45230e+14 rad/s
Eg angular frequency               1.27523e+14 rad/s
F(A1g)                             665.39 N/m
F(Eg)                              513.03 N/m
F(A1g) - F(Eg)                     152.36 N/m
f_cis                              25.39 N/m
f_cis                              0.254 mdyn/angstrom
f_r + f_trans                      563.82 N/m
common wavenumber if f_cis = 0     709.7 1/cm
diatomic reduced mass              17.219 u
f_cis with that wrong mass         23.01 N/m
worst rounding error of f_cis      0.27 N/m
Hessian test, negative f_cis put in -40 N/m:
  f_cis recovered                  -40.000 N/m
Upper T1u mode, trial bend 20 and stretch-bend 5 N/m:
  f_trans =    0 N/m: T1u          776.5 1/cm
  f_trans =   50 N/m: T1u          703.7 1/cm
Morse depth per bond (rough)       5.0 eV
deep-well limit A1g, Eg            771.00, 677.00 1/cm
Morse model with f_trans = 0 N/m:
  A1g, Eg fundamentals             765.80, 671.57 1/cm
  f_cis from these fundamentals    25.27 N/m
  minus f_cis put in               -0.12 N/m
Morse model with f_trans = 50 N/m:
  A1g, Eg fundamentals             766.69, 672.57 1/cm
  f_cis from these fundamentals    25.27 N/m
  minus f_cis put in               -0.12 N/m
basis shift of f_cis, 5 to 6 quanta -0.0074 N/m
```
